# The Scott term of the Bohr atom from filled hydrogenic shells: a numerical check

```python
"""Scott term of the Bohr atom (Hartree atomic units).

N non-interacting spin-1/2 electrons fill the lowest levels of -Z/r.
Result under test, for M filled shells and x = (3N/2)^(1/3):
    E = -Z^2 x + Z^2/2 - Z^2/(12 x) + O(Z^2 x^-5),
where -Z^2 x is the Thomas-Fermi (TF) energy at the same N.
nu labels the chemical potential: mu = -Z^2/(2 nu^2).
f is the filled fraction of an open shell; s = nu - floor(nu) - 1/2.
Omega = E - mu N is the grand potential at zero temperature.
"""
import numpy as np
import mpmath as mp
from scipy.constants import value
from scipy.integrate import quad
from scipy.linalg import eigvalsh
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre


def radial_levels(Z, l, size=40):
    """Eigenvalues of the radial Hamiltonian in an orthonormal basis
    t^(l+1) exp(-t/2) L_k^(2l+2)(t), t = scale*r, by Gauss quadrature."""
    scale = 2.0 * Z / 2.5
    t, w = roots_genlaguerre(size + 3, 2 * l)
    poly = np.zeros((size, t.size))
    slope = np.zeros_like(poly)
    for k in range(size):
        norm = np.exp(0.5 * (gammaln(k + 2 * l + 3) - gammaln(k + 1)))
        poly[k] = eval_genlaguerre(k, 2 * l + 2, t) / norm
        if k > 0:
            slope[k] = -eval_genlaguerre(k - 1, 2 * l + 3, t) / norm
    deriv = (l + 1 - t / 2) * poly + t * slope
    kinetic = 0.5 * (deriv * w) @ deriv.T
    centrifugal = 0.5 * l * (l + 1) * (poly * w) @ poly.T
    inverse_r = (poly * w * t) @ poly.T
    return eigvalsh(scale**2 * (kinetic + centrifugal)
                    - Z * scale * inverse_r)


def diagonalized_orbitals(Z, lmax=6):
    levels = [np.repeat(radial_levels(Z, l), 2 * l + 1)
              for l in range(lmax + 1)]
    return np.sort(np.concatenate(levels))


def fill_orbitals(orbitals, N):
    """Sum of the N lowest spin-orbital energies."""
    return np.repeat(orbitals, 2)[:N].sum()


def fill_shells(Z, N):
    """Energy by filling hydrogenic shells; also the open-shell fraction."""
    energy, left, n = 0.0, N, 1
    while left >= 2 * n * n:
        energy += 2 * n * n * (-Z**2 / (2.0 * n * n))
        left -= 2 * n * n
        n += 1
    energy += left * (-Z**2 / (2.0 * n * n))
    return energy, left / (2.0 * n * n)


def tf_quadrature(Z, mu):
    """TF number, kinetic and potential energy from the local density."""
    edge = Z / abs(mu)

    def integrate(local):
        def integrand(angle):
            r = edge * np.sin(angle)**2
            momentum2 = 2 * abs(mu) / np.tan(angle)**2
            density = momentum2**1.5 / (3 * np.pi**2)
            jacobian = 2 * edge * np.sin(angle) * np.cos(angle)
            return 4 * np.pi * r**2 * local(density, r) * jacobian
        return quad(integrand, 0, np.pi / 2, epsabs=0, epsrel=1e-11)[0]

    c_kin = 0.3 * (3 * np.pi**2)**(2 / 3)
    number = integrate(lambda d, r: d)
    kinetic = integrate(lambda d, r: c_kin * d**(5 / 3))
    potential = integrate(lambda d, r: -Z * d / r)
    return number, kinetic, potential


def closed_number(M):
    return sum(2 * n * n for n in range(1, M + 1))


# Shell filling against diagonalization, closed and open shells
Z = 60
orbitals = diagonalized_orbitals(Z)
for N in (2, 10, 28, 47, 60, 80, 110, 151, 182):
    reference = fill_orbitals(orbitals, N)
    assert abs(fill_shells(Z, N)[0] / reference - 1) < 1e-8
for M in range(1, 7):
    N = closed_number(M)
    assert 3 * N == M * (M + 1) * (2 * M + 1)
    assert abs(fill_orbitals(orbitals, N) / (-Z**2 * M) - 1) < 1e-8

# TF closed forms against radial quadrature
for charge, nu in ((1, 0.5), (10, 3.2), (60, 4.5), (25, 12.7)):
    num, kin, pot = tf_quadrature(charge, -charge**2 / (2 * nu**2))
    assert abs(num / (2 * nu**3 / 3) - 1) < 1e-8
    assert abs(kin / (charge**2 * nu) - 1) < 1e-8
    assert abs(pot / (-2 * charge**2 * nu) - 1) < 1e-8

# First neglected term of the closed-shell expansion, high precision
mp.mp.dps = 40
M_big = 50
x_big = mp.cbrt(mp.mpf(3 * closed_number(M_big)) / 2)
neglected = (x_big - mp.mpf(1) / 2 + 1 / (12 * x_big) - M_big) * x_big**5
assert abs(neglected * 5184 - 1) < 1e-3

# Open shells: remainder after the oscillating term is of order x^-2
worst = 0.0
for N in range(60, 3001):
    energy, f = fill_shells(1, N)
    x = (1.5 * N)**(1 / 3)
    remainder = energy + x - 0.5 - (f * (1 - f) - 1 / 12) / x
    worst = max(worst, abs(remainder) * x**2)
assert worst < 0.035

# Fixed chemical potential: explicit sum minus TF quadrature
omega_rows = []
for nu in (3.2, 4.5, 7.9, 20.3, 60.7):
    charge = 10
    mu = -charge**2 / (2 * nu**2)
    M = int(np.floor(nu))
    omega = sum(2 * n * n * (-charge**2 / (2 * n * n) - mu)
                for n in range(1, M + 1))
    num, kin, pot = tf_quadrature(charge, mu)
    difference = (omega - (kin + pot - mu * num)) / charge**2
    s = nu - M - 0.5
    formula = 0.5 + (s**2 - 1 / 12) / nu + (s / 12 - s**3 / 3) / nu**2
    assert abs(difference - formula) < 1e-7
    omega_rows.append((nu, difference))

# Worked example: N = Z = 60, four filled shells
N = 60
x = (1.5 * N)**(1 / 3)
mu_tf = -Z**2 / (2 * x**2)
num, kin, pot = tf_quadrature(Z, mu_tf)
assert abs(num - N) < 1e-6
E_exact = fill_orbitals(orbitals, N)
E_tf = kin + pot
scott = Z**2 / 2
next_term = -Z**2 / (12 * x)
assert abs(E_exact - (E_tf + scott + next_term)) < 1e-3

# Common cutoff halfway between shells 4 and 5 in the variable nu
cut_num, cut_kin, cut_pot = tf_quadrature(Z, -Z**2 / (2 * 4.5**2))
assert abs(E_exact - (cut_kin + cut_pot) - scott) < 1e-4
assert abs(cut_num - N - 4.5 / 6) < 1e-6

# TF content at energies below -2 Z^2, where no quantum level exists
in_num, in_kin, in_pot = tf_quadrature(Z, -2.0 * Z**2)
assert orbitals[0] > -2.0 * Z**2
assert abs(in_kin + in_pot + scott) < 1e-4
assert abs(in_num - 1 / 12) < 1e-8

hartree_keV = value("Hartree energy in eV") / 1000
print(f"Model: Z = {Z}, N = {N} electrons, filled shells = 4")
print(f"x = (3N/2)^(1/3) = {x:.6f}")
print(f"TF chemical potential = {mu_tf:.4f} hartree")
print(f"TF edge radius = {Z / abs(mu_tf):.5f} bohr")
print(f"TF kinetic energy = {kin:.3f} hartree")
print(f"TF potential energy = {pot:.3f} hartree")
print(f"Exact sum (diagonalization) = {E_exact:.4f} hartree")
print(f"TF energy = {E_tf:.4f} hartree")
print(f"Exact minus TF = {E_exact - E_tf:.4f} hartree")
print(f"Scott term Z^2/2 = {scott:.4f} hartree"
      f" = {scott * hartree_keV:.3f} keV")
print(f"TF + Scott = {E_tf + scott:.4f} hartree")
print(f"Next term -Z^2/(12x) = {next_term:.4f} hartree")
print(f"TF + Scott + next = {E_tf + scott + next_term:.4f} hartree")
print(f"Error of TF = {100 * (E_tf / E_exact - 1):.3f} percent")
print(f"Error of TF + Scott = "
      f"{100 * ((E_tf + scott) / E_exact - 1):.3f} percent")
print("Common cutoff nu = 4.5:")
print(f"  TF electrons = {cut_num:.5f}")
print(f"  TF energy = {cut_kin + cut_pot:.4f} hartree")
print(f"  exact minus TF = {E_exact - cut_kin - cut_pot:.4f} hartree")
print("TF content below energy -2 Z^2:")
print(f"  energy bound = {-2.0 * Z**2:.1f} hartree")
print(f"  lowest quantum level = {orbitals[0]:.4f} hartree")
print(f"  electrons = {in_num:.6f}")
print(f"  energy = {in_kin + in_pot:.4f} hartree")
print(f"  outer radius = {Z / (2.0 * Z**2):.6f} bohr")
print("Closed shells: M, N, (E - E_TF)/Z^2 (dimensionless)")
for M in (1, 2, 3, 4, 6, 10, 30, 100):
    n_el = closed_number(M)
    diff = fill_shells(1, n_el)[0] + (1.5 * n_el)**(1 / 3)
    print(f"  {M:4d} {n_el:8d} {diff:.6f}")
E_open, f_open = fill_shells(Z, 80)
x_open = 120**(1 / 3)
law = 0.5 + (f_open * (1 - f_open) - 1 / 12) / x_open
print(f"Open shell, Z = {Z}, N = 80: f = {f_open:.3f},"
      f" x = {x_open:.5f}")
print(f"  exact sum = {E_open:.3f} hartree")
print(f"  (E - E_TF)/Z^2 = {E_open / Z**2 + x_open:.6f}")
print(f"  law through order 1/x = {law:.6f}")
print(f"Largest x^2*|remainder|, N = 60 to 3000: {worst:.5f}")
print("Fixed mu, Z = 10: nu, (Omega - Omega_TF)/Z^2")
for nu, difference in omega_rows:
    print(f"  {nu:6.1f} {difference:.6f}")
print(f"x^5 * neglected term at M = 50: {float(neglected):.6e}")
print(f"1/5184 = {1 / 5184:.6e}")
print("success")
```

Running it gives:

```
Model: Z = 60, N = 60 electrons, filled shells = 4
x = (3N/2)^(1/3) = 4.481405
TF chemical potential = -89.6281 hartree
TF edge radius = 0.66943 bohr
TF kinetic energy = 16133.057 hartree
TF potential energy = -32266.114 hartree
Exact sum (diagonalization) = -14400.0000 hartree
TF energy = -16133.0571 hartree
Exact minus TF = 1733.0571 hartree
Scott term Z^2/2 = 1800.0000 hartree = 48.980 keV
TF + Scott = -14333.0571 hartree
Next term -Z^2/(12x) = -66.9433 hartree
TF + Scott + next = -14400.0004 hartree
Error of TF = 12.035 percent
Error of TF + Scott = -0.465 percent
Common cutoff nu = 4.5:
  TF electrons = 60.75000
  TF energy = -16200.0000 hartree
  exact minus TF = 1800.0000 hartree
TF content below energy -2 Z^2:
  energy bound = -7200.0 hartree
  lowest quantum level = -1800.0000 hartree
  electrons = 0.083333
  energy = -1800.0000 hartree
  outer radius = 0.008333 bohr
Closed shells: M, N, (E - E_TF)/Z^2 (dimensionless)
     1        2 0.442250
     2       10 0.466212
     3       28 0.476027
     4       60 0.481405
     6      182 0.487154
    10      770 0.492057
    30    18910 0.497268
   100   676700 0.499171
Open shell, Z = 60, N = 80: f = 0.400, x = 4.93242
  exact sum = -15840.000 hartree
  (E - E_TF)/Z^2 = 0.532424
  law through order 1/x = 0.531763
Largest x^2*|remainder|, N = 60 to 3000: 0.03217
Fixed mu, Z = 10: nu, (Omega - Omega_TF)/Z^2
     3.2 0.500521
     4.5 0.481481
     7.9 0.509897
    20.3 0.497831
    60.7 0.499290
x^5 * neglected term at M = 50: 1.928949e-04
1/5184 = 1.929012e-04
success
```
